**Zero-failure test of a write-error probability**

The program tests the statement that claiming $p<p_0$ with confidence $1-\alpha$ after $N$ independent trials without failure requires $N\ge\ln\alpha/\ln(1-p_0)$, close to $\ln(1/\alpha)/p_0$. Here $p$ is the true error probability per trial, $p_0$ the limit to be demonstrated and $\alpha$ the largest allowed probability of a false claim. It asserts that the logarithmic formula agrees with an integer search using high-precision powers, and that simulated trials at $p=10^{-3}$ give clean runs at the expected rate within sampling error. It also asserts that the Poisson condition for zero, one or two allowed failures agrees with explicit binomial sums. For unequal cells, it checks the bound by the mean error on a sample set and simulates the test of a single randomly drawn cell. For $p_0=10^{-9}$ and $\alpha=0.05$ the output gives 2,995,732,273 trials, or 299.6 s at 100 ns per cycle. It also shows that a population with mean error $10^{-9}$, 1 percent of whose cells are bad, passes a single-cell test with probability 0.99.

## Numerical check

```python
# Result under test: to claim "write-error probability p < p0" with
# confidence 1 - alpha after N independent trials without any failure,
# the smallest N is ceil(ln(alpha)/ln(1-p0)), close to ln(1/alpha)/p0.
# For p0 = 1e-9 and alpha = 0.05 this is about three billion trials.
# Symbols: p0 = error limit, alpha = allowed probability of a false claim,
# L = ln(1/alpha), k = number of failures allowed by the test plan.
import math
import numpy as np
from mpmath import mp, mpf
from scipy.optimize import brentq

mp.dps = 40
p0 = mpf(1) / 10**9
alpha = mpf(5) / 100
cycle_ns = 100.0


def clean_probability(p, n):
    """Probability of n successes in a row, by integer power."""
    return (1 - mpf(p)) ** int(n)


def smallest_clean_run(p, a):
    """Smallest n with clean_probability <= a, found by integer bisection."""
    low, high = 0, 1
    while clean_probability(p, high) > a:
        high *= 2
    while high - low > 1:
        middle = (low + high) // 2
        if clean_probability(p, middle) <= a:
            high = middle
        else:
            low = middle
    return high


# Trial count: logarithmic formula against the integer search
L = mp.log(1 / alpha)
n_real = mp.log(alpha) / mp.log(1 - p0)
n_min = int(mp.ceil(n_real))
n_simple = L / p0
assert n_min == smallest_clean_run(p0, alpha)
for p_test in (mpf("0.2"), mpf("0.01"), mpf("1e-5")):
    exact = mp.log(alpha) / mp.log(1 - p_test)
    assert int(mp.ceil(exact)) == smallest_clean_run(p_test, alpha)
    assert L / p_test - L <= exact <= L / p_test
assert n_simple - L <= n_real <= n_simple
assert abs(n_min / 3e9 - 1) < 0.01

# Simulated independent trials at a larger error limit
rng = np.random.default_rng(12345)
p_sim = 1e-3
n_sim = math.ceil(math.log(0.05) / math.log(1 - p_sim))
runs, batch = 20000, 1000
clean = 0
for _ in range(runs // batch):
    failures = rng.random((batch, n_sim)) < p_sim
    clean += int(np.sum(~failures.any(axis=1)))
clean_fraction = clean / runs
# four standard deviations of the sampled fraction
assert abs(clean_fraction - 0.05) < 4 * math.sqrt(0.05 * 0.95 / runs)

# False claims, too short a test, and the chance of passing
false_at_limit = clean_probability(p0, n_min)
false_at_double = clean_probability(2 * p0, n_min)
assert false_at_double < false_at_limit <= alpha
confidence_short = 1 - clean_probability(p0, 10**9)
assert abs(confidence_short - (1 - math.exp(-1))) < 1e-8
pass_chance = {}
for p_true in ("1e-10", "1e-11"):
    pass_chance[p_true] = math.exp(-n_min * float(p_true))
    assert abs(clean_probability(p_true, n_min) - pass_chance[p_true]) < 1e-8
p_for_95 = -math.log(0.95) / n_min
assert abs(clean_probability(p_for_95, n_min) - 0.95) < 1e-8


# Allowed failures: Poisson condition against the explicit binomial sum
def poisson_tail(m, k):
    return math.exp(-m) * sum(m**j / math.factorial(j) for j in range(k + 1))


mean_needed = {}
for k in (0, 1, 2):
    m = brentq(lambda x: poisson_tail(x, k) - 0.05, 0.1, 30)
    mean_needed[k] = m
    n_k = int(mp.ceil(m / p0))
    binomial_sum = sum(math.comb(n_k, j) * p0**j * (1 - p0) ** (n_k - j)
                       for j in range(k + 1))
    assert abs(binomial_sum - alpha) < 1e-8

# Unequal cells, fixed set: the clean probability obeys the mean-error bound
cell_errors = rng.uniform(0.0, 0.5, 10)
trials_each = 5
product = 1.0
for error in cell_errors:
    product *= (1 - error) ** trials_each
assert product < (1 - cell_errors.mean()) ** (trials_each * 10)

# Population with 1 percent bad cells and mean error p0
bad_share, p_bad = mpf(1) / 100, mpf(1) / 10**7
population_mean = bad_share * p_bad
assert abs(population_mean / p0 - 1) < mpf("1e-30")
cells, bad_cells = 1000, 10
n_each = -(-n_min // cells)
spread_clean = clean_probability(p_bad, n_each) ** bad_cells
assert spread_clean <= alpha
single_clean = (1 - bad_share) + bad_share * clean_probability(p_bad, n_min)
assert single_clean > alpha

# Simulation of the single-random-cell test at the larger error limit
runs_cell, clean_cell = 4000, 0
for _ in range(runs_cell // batch):
    p_cell = np.where(rng.random(batch) < 0.01, 0.1, 0.0)
    failures = rng.random((batch, n_sim)) < p_cell[:, None]
    clean_cell += int(np.sum(~failures.any(axis=1)))
single_fraction = clean_cell / runs_cell
assert abs(single_fraction - 0.99) < 4 * math.sqrt(0.99 * 0.01 / runs_cell)

print(f"error limit p0: {float(p0):.1e} (dimensionless)")
print(f"allowed false-claim probability alpha: {float(alpha):.2f}")
print(f"L = ln(1/alpha): {float(L):.6f}")
print(f"exact threshold ln(alpha)/ln(1-p0): {float(n_real):.2f} trials")
print(f"smallest whole number of trials: {n_min}")
print(f"simple estimate L/p0: {float(n_simple):.2f} trials")
print(f"cycle time: {cycle_ns:.0f} ns")
print(f"test duration: {n_min * cycle_ns * 1e-9:.1f} s")
print(f"false-claim probability at p = p0: {float(false_at_limit):.6f}")
print(f"false-claim probability at p = 2 p0: {float(false_at_double):.6f}")
print(f"confidence from 1e9 clean trials: {float(confidence_short):.4f}")
for p_true, chance in pass_chance.items():
    print(f"chance of passing if p = {p_true}: {chance:.4f}")
print(f"true error for a 95 percent chance of passing: {p_for_95:.3e}")
for k, m in mean_needed.items():
    print(f"allowed failures {k}: N p0 = {m:.4f}, "
          f"N = {m / float(p0) / 1e9:.3f} billion trials")
print(f"simulation: p = {p_sim}, trials per run = {n_sim}, runs = {runs}")
print(f"simulated fraction of clean runs: {clean_fraction:.4f}")
print(f"bad cells: share {float(bad_share):.2f}, error {float(p_bad):.1e}")
print(f"mean error of the population: {float(population_mean):.1e}")
print(f"spread test: {cells} cells, {bad_cells} bad, {n_each} trials each")
print(f"clean probability, spread test: {float(spread_clean):.4f}")
print(f"clean probability, one random cell: {float(single_clean):.4f}")
print(f"simulated one-cell clean fraction (mean error 1e-3, "
      f"{runs_cell} runs): {single_fraction:.4f}")
print("all good")
```

Running it gives:

```
error limit p0: 1.0e-09 (dimensionless)
allowed false-claim probability alpha: 0.05
L = ln(1/alpha): 2.995732
exact threshold ln(alpha)/ln(1-p0): 2995732272.06 trials
smallest whole number of trials: 2995732273
simple estimate L/p0: 2995732273.55 trials
cycle time: 100 ns
test duration: 299.6 s
false-claim probability at p = p0: 0.050000
false-claim probability at p = 2 p0: 0.002500
confidence from 1e9 clean trials: 0.6321
chance of passing if p = 1e-10: 0.7411
chance of passing if p = 1e-11: 0.9705
true error for a 95 percent chance of passing: 1.712e-11
allowed failures 0: N p0 = 2.9957, N = 2.996 billion trials
allowed failures 1: N p0 = 4.7439, N = 4.744 billion trials
allowed failures 2: N p0 = 6.2958, N = 6.296 billion trials
simulation: p = 0.001, trials per run = 2995, runs = 20000
simulated fraction of clean runs: 0.0490
bad cells: share 0.01, error 1.0e-07
mean error of the population: 1.0e-09
spread test: 1000 cells, 10 bad, 2995733 trials each
clean probability, spread test: 0.0500
clean probability, one random cell: 0.9900
simulated one-cell clean fraction (mean error 1e-3, 4000 runs): 0.9892
all good
```
